# Melting-Onset Fluence of a Thick, Opaque Phase-Change Layer: test program

```python
# Result under test: melting-onset fluence of a bare, thick, opaque layer
# heated by a flat-top laser pulse,
#   F_m = F_0 * u / (2*sqrt(u/pi) - 1 + erfcx(sqrt(u))),
#   F_0 = C*(T_m - T_0)*d/(1 - R),   u = D*tau/d**2,   D = k/C.
# Limits: F_m -> F_0 for u << 1 (no dependence on tau), and
#   F_m -> (T_m - T_0)*sqrt(pi*k*C*tau)/(2*(1 - R)) for u >> 1.
# Symbols: d absorption length, R reflectivity, C heat capacity per volume,
# k thermal conductivity, D diffusivity, tau pulse duration, T_0 starting
# temperature, T_m melting temperature, erfcx(x) = exp(x**2)*erfc(x).
# SI units inside; fluences are printed in mJ/cm2 (1 J/m2 = 0.1 mJ/cm2).
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.special import erfcx

# Rough typical values for a crystalline telluride phase-change layer
nm = 1e-9
absorption_length = 20 * nm
reflectivity = 0.6
heat_capacity = 1.3e6
conductivity = 0.6
start_temperature = 300.0
melting_temperature = 900.0
layer_thickness = 500 * nm
thin_thickness = 100 * nm
wavelength = 800 * nm
# Rough values used only to size neglected effects
cover_conductivity, cover_capacity = 1.4, 1.6e6      # silica
air_conductivity, air_capacity = 0.026, 1.2e3
spot_radius = 1000 * nm                              # 1/e2 intensity radius
lattice_delay = 1e-12
latent_heat = 8e8
superheating = 100.0

melt_rise = melting_temperature - start_temperature
diffusivity = conductivity / heat_capacity
diffusion_time = absorption_length**2 / diffusivity
plateau = heat_capacity * melt_rise * absorption_length / (1 - reflectivity)
to_mJ_cm2 = 0.1


def scaled_threshold(u):
    """Derived F_m/F_0 as a function of u = D*tau/d**2."""
    return u / (2 * np.sqrt(u / np.pi) - 1 + erfcx(np.sqrt(u)))


def threshold(duration):
    return plateau * scaled_threshold(duration / diffusion_time)


def long_law(duration):
    return (melt_rise * np.sqrt(np.pi * conductivity * heat_capacity * duration)
            / (2 * (1 - reflectivity)))


def graded_widths(first, total):
    """Cell widths growing by 3 percent per cell and filling a given depth."""
    count = int(np.ceil(np.log(1 + 0.03 * total / first) / np.log(1.03)))
    widths = 1.03 ** np.arange(count)
    return widths * total / widths.sum()


def simulate(duration, fluence, depth=2000 * nm, length=absorption_length,
             k_layer=conductivity, growth=0.0, cover=False, sink=False,
             after=0.0, steps=400):
    """Finite-volume heat equation, trapezoidal time steps.
    growth: fractional rise of k between T_0 and T_m; sink: cold back face;
    after: cooling time followed, in pulse durations.
    Returns peak rise, peak time, peak cell and surface rise at pulse end."""
    widths = graded_widths(length / 100, depth)
    edges = np.concatenate(([0.0], np.cumsum(widths)))
    heating = ((1 - reflectivity) * fluence / duration
               * (np.exp(-edges[:-1] / length) - np.exp(-edges[1:] / length)))
    capacity = heat_capacity * widths
    base_k = np.full(widths.size, k_layer)
    first = 0
    if cover:
        outer = graded_widths(length / 100, 4000 * nm)[::-1]
        first = outer.size
        widths = np.concatenate((outer, widths))
        heating = np.concatenate((np.zeros(first), heating))
        capacity = np.concatenate((cover_capacity * outer, capacity))
        base_k = np.concatenate((np.full(first, cover_conductivity), base_k))
    rise = np.zeros(widths.size)
    fractions = (np.arange(steps + 1) / steps) ** 2
    phases = [(duration * fractions, heating)]
    if after > 0:
        phases.append((after * duration * fractions, np.zeros_like(heating)))
    peak, peak_time, peak_cell, clock = 0.0, 0.0, 0, 0.0
    surface_end = None
    matrix = np.zeros((3, widths.size))
    for times, source in phases:
        for dt in np.diff(times):
            k_now = base_k * (1 + growth * rise / melt_rise)
            resistance = 0.5 * widths / k_now
            link = 1 / (resistance[:-1] + resistance[1:])
            total = np.zeros(widths.size)
            total[:-1] += link
            total[1:] += link
            if sink:
                total[-1] += 1 / resistance[-1]
            flow = source - total * rise
            flow[:-1] += link * rise[1:]
            flow[1:] += link * rise[:-1]
            matrix[0, 1:] = -0.5 * dt * link
            matrix[1] = capacity + 0.5 * dt * total
            matrix[2, :-1] = -0.5 * dt * link
            rise = rise + solve_banded((1, 1), matrix, dt * flow)
            clock += dt
            hottest = int(np.argmax(rise[first:]))
            if rise[first + hottest] > peak:
                peak = rise[first + hottest]
                peak_time, peak_cell = clock, hottest
        if surface_end is None:
            surface_end = rise[first]
    return peak, peak_time, peak_cell, surface_end


def simulated_threshold(duration, **options):
    """Fluence whose simulated peak just reaches melting."""
    fluence = threshold(duration)
    rounds = 8 if options.get("growth", 0.0) else 1
    for _ in range(rounds):
        fluence *= melt_rise / simulate(duration, fluence, **options)[0]
    return fluence


def gaussian_threshold(u):
    """F_m/F_0 for a Gaussian pulse whose full width at half maximum is tau."""
    sigma = 1 / (2 * np.sqrt(2 * np.log(2)))
    root_end, count = np.sqrt(6.0), 3000
    root = (np.arange(count) + 0.5) * root_end / count
    weights = 2 * root * root_end / count * erfcx(np.sqrt(u) * root)
    times = np.linspace(-1.0, 1.5, 301)
    power = np.exp(-0.5 * ((times[:, None] - root**2) / sigma) ** 2)
    power /= sigma * np.sqrt(2 * np.pi)
    return 1 / np.max(power @ weights)


def delayed_threshold(duration):
    """F_m/F_0 if heat reaches the lattice with an exponential delay."""
    def accumulated(time):
        v = np.maximum(time, 0) / diffusion_time
        return 2 * np.sqrt(v / np.pi) - 1 + erfcx(np.sqrt(v))
    delays = (np.arange(2000) + 0.5) * 20 * lattice_delay / 2000
    weights = np.exp(-delays / lattice_delay)
    weights /= weights.sum()
    times = np.linspace(0.5, 2.5, 401)[:, None] * duration - delays
    response = accumulated(times) - accumulated(times - duration)
    return duration / diffusion_time / np.max(response @ weights)


def spot_factor(duration):
    """Threshold increase at the centre of a Gaussian spot."""
    def integrand(x):
        time = duration * x * x
        spread = 1 + 8 * diffusivity * time / spot_radius**2
        return 2 * x * erfcx(np.sqrt(time / diffusion_time)) / spread
    mean = quad(integrand, 0, 1)[0]
    return 1 / mean / scaled_threshold(duration / diffusion_time)


# Surface kernel against the cosine transform of the spreading exponential
for s in (0.01, 1.0, 30.0):
    transform = quad(lambda q: 2 / np.pi * np.exp(-q * q * s) / (1 + q * q),
                     0, np.inf)[0]
    assert abs(transform / erfcx(np.sqrt(s)) - 1) < 1e-6


# Limiting expansions against direct quadrature of the kernel
def quadrature_threshold(u):
    mean = quad(lambda x: 2 * x * erfcx(np.sqrt(u) * x), 0, 1,
                points=[0.01, 0.1], epsabs=1e-13, epsrel=1e-12, limit=200)[0]
    return 1 / mean


short_coefficient = (quadrature_threshold(1e-6) - 1) / 1e-3
assert abs(short_coefficient - 4 / (3 * np.sqrt(np.pi))) < 1e-3
long_offset = quadrature_threshold(1e4) - np.sqrt(np.pi * 1e4) / 2
assert abs(long_offset - np.pi / 4) < 5e-3

# Thresholds against the heat equation, over four decades of duration
durations = [1e-11, 1e-10, 1e-9, 1e-8, 1e-7]
simulated = [simulated_threshold(t) for t in durations]
for t, value in zip(durations, simulated):
    assert abs(value / threshold(t) - 1) < 3e-3

# The hottest point is the surface at the end of the pulse
for t in (1e-11, 1e-9, 1e-7):
    _, when, where, _ = simulate(t, plateau, after=1.0)
    assert where == 0 and abs(when / t - 1) < 1e-9


# Local exponent against thresholds simulated at neighbouring durations
def exponent(duration):
    u = duration / diffusion_time
    return 1 - erfcx(np.sqrt(u)) * scaled_threshold(u)


for t in (1e-11, 1e-9, 1e-7):
    numerical = np.log(simulated_threshold(1.2 * t)
                       / simulated_threshold(t / 1.2)) / (2 * np.log(1.2))
    assert abs(numerical - exponent(t)) < 5e-3

# Which property controls which limit
short, long = durations[0], durations[-1]
half_length = [simulated_threshold(t, length=absorption_length / 2)
               / simulated_threshold(t) for t in (short, long)]
double_k = [simulated_threshold(t, k_layer=2 * conductivity)
            / simulated_threshold(t) for t in (short, long)]
assert half_length[0] < 0.6 and half_length[1] > 0.9
assert double_k[0] < 1.06 and double_k[1] > 1.3

# Sum of the two limiting laws as an upper estimate
u_grid = np.logspace(-6, 6, 2401)
sum_ratio = (1 + np.sqrt(np.pi * u_grid) / 2) / scaled_threshold(u_grid)
assert np.all(sum_ratio > 1) and sum_ratio.max() < 1.1

# A Gaussian pulse keeps the plateau and the square-root growth
assert abs(gaussian_threshold(1e-6) - 1) < 5e-3
assert abs(gaussian_threshold(4e4) / gaussian_threshold(1e4) - 2) < 0.02

# Range of validity of each limiting law
crossing = 4 / np.pi * diffusion_time
short_limit = diffusion_time * brentq(
    lambda u: scaled_threshold(u) - 1.1, 1e-5, 1)
long_limit = diffusion_time * brentq(
    lambda u: scaled_threshold(u) / (np.sqrt(np.pi * u) / 2) - 1.1, 1, 1e4)

# Sizes of neglected effects
layer_effusivity = np.sqrt(conductivity * heat_capacity)
cover_effusivity = np.sqrt(cover_conductivity * cover_capacity)
air_effusivity = np.sqrt(air_conductivity * air_capacity)
covered = [simulated_threshold(t, cover=True) / threshold(t)
           for t in (short, long)]
interface_ratio = (simulate(long, plateau)[3]
                   / simulate(long, plateau, cover=True)[3])
cover_factor = 1 + cover_effusivity / layer_effusivity
assert abs(interface_ratio / cover_factor - 1) < 0.01
thick_back = [simulated_threshold(long, depth=layer_thickness, sink=s)
              / simulated_threshold(long) - 1 for s in (False, True)]
assert max(abs(x) for x in thick_back) < 0.01
thin_back = [simulated_threshold(long, depth=thin_thickness, sink=s)
             for s in (False, True)]
assert thin_back[0] < threshold(long) < thin_back[1]
rising_k = [simulated_threshold(t, growth=1.0) / threshold(t)
            for t in (short, long)]
gaussian = [gaussian_threshold(t / diffusion_time)
            / scaled_threshold(t / diffusion_time) for t in (short, long)]
delay_factor = delayed_threshold(short) / scaled_threshold(short / diffusion_time)
photon_energy = const.h * const.c / wavelength
# Upper estimate: surface absorption rate at threshold times carrier lifetime
carrier_density = ((1 - reflectivity) * threshold(short) * lattice_delay
                   / (absorption_length * short * photon_energy))
light_frequency = 2 * np.pi * const.c / wavelength
permittivity_change = -(carrier_density * const.e**2
                        / (const.epsilon_0 * const.m_e * light_frequency**2))
radiated = (const.sigma * melting_temperature**4 * long
            / ((1 - reflectivity) * threshold(long)))

print(f"absorption length d = {absorption_length/nm:.0f} nm")
print(f"reflectivity R = {reflectivity:.2f}")
print(f"heat capacity C = {heat_capacity*1e-6:.2f} J/(cm3 K)")
print(f"conductivity k = {conductivity:.2f} W/(m K)")
print(f"start, melting temperature = {start_temperature:.0f}, "
      f"{melting_temperature:.0f} K")
print(f"layer thickness = {layer_thickness/nm:.0f} nm")
print(f"wavelength = {wavelength/nm:.0f} nm")
print(f"diffusivity D = {diffusivity*1e4:.3e} cm2/s")
print(f"diffusion time d^2/D = {diffusion_time*1e9:.3f} ns")
print(f"heat to reach melting = {heat_capacity*melt_rise*1e-6:.0f} J/cm3")
print(f"plateau fluence F_0 = {plateau*to_mJ_cm2:.3f} mJ/cm2")
print("tau(ns), u, F_m formula, F_m simulated, long law (mJ/cm2), exponent")
for t, value in zip(durations, simulated):
    print(f"{t*1e9:6.2f} {t/diffusion_time:9.4f} "
          f"{threshold(t)*to_mJ_cm2:8.3f} {value*to_mJ_cm2:8.3f} "
          f"{long_law(t)*to_mJ_cm2:8.3f} {exponent(t):6.3f}")
print(f"diffusion length sqrt(D tau), 10 ps = "
      f"{np.sqrt(diffusivity*short)/nm:.2f} nm")
print(f"diffusion length sqrt(D tau), 100 ns = "
      f"{np.sqrt(diffusivity*long)/nm:.0f} nm")
print(f"short expansion coefficient, quadrature = {short_coefficient:.4f}")
print(f"long expansion offset, quadrature = {long_offset:.4f}")
print(f"limiting laws cross at tau = {crossing*1e9:.3f} ns")
print(f"F_m/F_0 at the crossing = {scaled_threshold(4/np.pi):.3f}")
print(f"F_m 10% above plateau at tau = {short_limit*1e12:.1f} ps")
print(f"F_m 10% above long law at tau = {long_limit*1e9:.1f} ns")
print(f"largest excess of summed laws = {100*(sum_ratio.max()-1):.2f} %")
print("Threshold factors below: first 10 ps, then 100 ns")
print(f"half absorption length: {half_length[0]:.3f}, {half_length[1]:.3f}")
print(f"double conductivity: {double_k[0]:.3f}, {double_k[1]:.3f}")
print(f"Gaussian pulse, same FWHM: {gaussian[0]:.3f}, {gaussian[1]:.3f}")
print(f"thick silica cover: {covered[0]:.3f}, {covered[1]:.3f}")
print(f"k doubling up to melting: {rising_k[0]:.3f}, {rising_k[1]:.3f}")
print(f"spot of 1/e2 radius {spot_radius/nm:.0f} nm: "
      f"{spot_factor(short):.3f}, {spot_factor(long):.3f}")
print("Other neglected effects")
print(f"silica interface factor 1+e_cover/e_layer = {cover_factor:.3f}")
print(f"500 nm layer, 100 ns, insulated back: {100*thick_back[0]:+.3f} %")
print(f"500 nm layer, 100 ns, cold back: {100*thick_back[1]:+.3f} %")
print(f"100 nm layer, 100 ns, insulated back: "
      f"{thin_back[0]*to_mJ_cm2:.2f} mJ/cm2")
print(f"100 nm layer, 100 ns, cold back: {thin_back[1]*to_mJ_cm2:.2f} mJ/cm2")
print(f"lattice delay {lattice_delay*1e12:.0f} ps, 10 ps pulse: "
      f"factor {delay_factor:.4f}")
print(f"excited carriers, 10 ps pulse: < {carrier_density*1e-6:.2e} cm^-3")
print(f"their permittivity change = {permittivity_change:.3f}")
print(f"reflectivity lower by 0.05: "
      f"{100*((1-reflectivity)/(1.05-reflectivity)-1):.1f} %")
print(f"start 50 K warmer: {-100*50/melt_rise:.1f} %")
print(f"superheating by {superheating:.0f} K: "
      f"{100*superheating/melt_rise:+.1f} %")
print(f"latent heat / heat to reach melting = "
      f"{latent_heat/(heat_capacity*melt_rise):.2f}")
print(f"air effusivity / layer effusivity = "
      f"{100*air_effusivity/layer_effusivity:.2f} %")
print(f"radiated / absorbed energy, 100 ns: < {radiated:.1e}")
print("no test failed")
```

It prints:

```
absorption length d = 20 nm
reflectivity R = 0.60
heat capacity C = 1.30 J/(cm3 K)
conductivity k = 0.60 W/(m K)
start, melting temperature = 300, 900 K
layer thickness = 500 nm
wavelength = 800 nm
diffusivity D = 4.615e-03 cm2/s
diffusion time d^2/D = 0.867 ns
heat to reach melting = 780 J/cm3
plateau fluence F_0 = 3.900 mJ/cm2
tau(ns), u, F_m formula, F_m simulated, long law (mJ/cm2), exponent
  0.01    0.0115    4.218    4.219    0.371  0.038
  0.10    0.1154    4.923    4.923    1.174  0.106
  1.00    1.1538    7.256    7.256    3.713  0.241
 10.00   11.5385   15.037   15.037   11.740  0.384
100.00  115.3846   40.276   40.274   37.126  0.460
diffusion length sqrt(D tau), 10 ps = 2.15 nm
diffusion length sqrt(D tau), 100 ns = 215 nm
short expansion coefficient, quadrature = 0.7523
long expansion offset, quadrature = 0.7879
limiting laws cross at tau = 1.103 ns
F_m/F_0 at the crossing = 1.906
F_m 10% above plateau at tau = 15.0 ps
F_m 10% above long law at tau = 72.6 ns
largest excess of summed laws = 5.00 %
Threshold factors below: first 10 ps, then 100 ns
half absorption length: 0.538, 0.960
double conductivity: 1.032, 1.381
Gaussian pulse, same FWHM: 1.046, 1.266
thick silica cover: 1.191, 2.548
k doubling up to melting: 1.022, 1.240
spot of 1/e2 radius 1000 nm: 1.000, 1.122
Other neglected effects
silica interface factor 1+e_cover/e_layer = 2.695
500 nm layer, 100 ns, insulated back: -0.076 %
500 nm layer, 100 ns, cold back: +0.076 %
100 nm layer, 100 ns, insulated back: 18.91 mJ/cm2
100 nm layer, 100 ns, cold back: 112.32 mJ/cm2
lattice delay 1 ps, 10 ps pulse: factor 1.0222
excited carriers, 10 ps pulse: < 3.40e+20 cm^-3
their permittivity change = -0.195
reflectivity lower by 0.05: -11.1 %
start 50 K warmer: -8.3 %
superheating by 100 K: +16.7 %
latent heat / heat to reach melting = 1.03
air effusivity / layer effusivity = 0.63 %
radiated / absorbed energy, 100 ns: < 2.3e-05
no test failed
```
